# Transmission and Nonreciprocal Power Range of a Two-Port Kerr Resonator: a numerical check

```python
"""
Result under test: a lossless two-port Kerr resonator with a Lorentzian line,
driven from one port at a time by a slowly rising power, obeys
    T <= 4K/(1+K)^2,   K = gamma1/gamma2,
where K is the ratio of the edges of the input-power range in which drive from
port 1 has jumped to the high state and drive from port 2 has not.
Symbols: gamma1, gamma2 energy decay rates into the ports, gamma their sum;
xi frequency shift per stored energy; d = 2(omega0-omega)/gamma detuning;
u = 2 xi U/gamma scaled stored energy U; x = 8 xi gamma_j P_j/gamma^3 scaled
drive; steady states satisfy x = u(1+(d-u)^2).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def bound(ratio):
    return 4 * ratio / (1 + ratio)**2


def scaled_drive(u, d):
    return u * (1 + (d - u)**2)


def folds(d):
    """Scaled energy and drive at the upward and the downward jump."""
    s = np.sqrt(d * d - 3)
    u_up, u_down = (2 * d - s) / 3, (2 * d + s) / 3
    return u_up, scaled_drive(u_up, d), u_down, scaled_drive(u_down, d)


def states(x, d):
    return np.roots([1, -2 * d, 1 + d * d, -x])


# ---- Test A: nonlinear wave equation, no coupled-mode assumption -----------
# E'' = -k^2 (1 + chi |E|^2) E between two thin lossless dielectric sheets.
# Integration runs from the transmitted wave back to the incident wave.
LENGTH = np.pi


def incident_power(k, sheet_in, sheet_out, p_out, chi, steps=400):
    field = np.sqrt(p_out) + 0j
    slope = 1j * k * field + k * k * sheet_out * field
    h = -LENGTH / steps

    def curvature(e):
        return -k * k * (1 + chi * abs(e)**2) * e

    for _ in range(steps):
        e1, s1 = slope, curvature(field)
        e2, s2 = slope + h / 2 * s1, curvature(field + h / 2 * e1)
        e3, s3 = slope + h / 2 * s2, curvature(field + h / 2 * e2)
        e4, s4 = slope + h * s3, curvature(field + h * e3)
        field = field + h / 6 * (e1 + 2 * e2 + 2 * e3 + e4)
        slope = slope + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
    slope = slope + k * k * sheet_in * field
    return abs((field + slope / (1j * k)) / 2)**2


sheet1, sheet2 = 20.0, 35.0


def inverse_transmission(k):
    return incident_power(k, sheet1, sheet2, 1.0, 0.0)


peak = minimize_scalar(inverse_transmission, bounds=(1.01, 1.04),
                       method="bounded", options={"xatol": 1e-10})
k_res = peak.x
half_width = k_res - brentq(
    lambda k: inverse_transmission(k) - 2 * peak.fun, k_res - 0.01, k_res)
d_wave = 2.5
k_wave = k_res - d_wave * half_width
mirror_t = [1 / (1 + (k_wave * s / 2)**2) for s in (sheet1, sheet2)]
wave_up, wave_down, wave_peak = [], [], []
for s_in, s_out, t_out in ((sheet1, sheet2, mirror_t[1]),
                           (sheet2, sheet1, mirror_t[0])):
    u_top, points = 4.0, 4000
    p_top = u_top * half_width * (8 / 3) * t_out / 4
    p_out = np.linspace(p_top / points, p_top, points)
    p_in = incident_power(k_wave, s_in, s_out, p_out, 1.0)
    split = int(points * (2 * d_wave / 3) / u_top)
    wave_up.append(p_in[:split].max())
    wave_down.append(p_in[split:].min())
    wave_peak.append((p_out / p_in).max())
K_wave = wave_up[1] / wave_up[0]
K_mirrors = mirror_t[0] / mirror_t[1]
_, xu, _, xd = folds(d_wave)
fold_ratio_wave = wave_up[0] / wave_down[0]
# Tolerances: coupled-mode theory is correct to the order of mirror leakage.
assert abs(K_wave / K_mirrors - 1) < 0.02
assert abs(fold_ratio_wave / (xu / xd) - 1) < 0.02
assert max(abs(t - bound(K_wave)) for t in wave_peak) < 0.01

# ---- Example: silicon nitride standing-wave cavity, rough parameters -------
wavelength = 1550e-9
n_index, n2_kerr = 2.0, 2.4e-19          # index; Kerr index in m^2/W
area, cavity_length = 1.0e-12, 30e-6     # m^2, m
Q_coupling, Q_intrinsic = 1.0e5, 2.0e6
K, d = 3.0, 1.9
omega = 2 * np.pi * const.c / wavelength
gamma = omega / Q_coupling
gamma1, gamma2 = gamma * K / (1 + K), gamma / (1 + K)
gamma0 = omega / Q_intrinsic
theta = (np.arange(4096) + 0.5) * np.pi / 4096
mode_order = round(2 * n_index * cavity_length / wavelength)
profile = np.sin(mode_order * theta)**2
kerr_volume = area * cavity_length * profile.mean()**2 / (profile**2).mean()
xi = omega * n2_kerr * const.c / (n_index**2 * kerr_volume)
power_unit = gamma**3 / (8 * xi)         # gamma_j P_j at x = 1
u_up, x_up, u_down, x_down = folds(d)
P_low, P_high = x_up * power_unit / gamma1, x_up * power_unit / gamma2
P_work = d * power_unit / gamma1
u_back = min(r.real for r in states(d / K, d) if abs(r.imag) < 1e-9)
T_forward = bound(K)
T_backward = bound(K) / (1 + (d - u_back)**2)

# ---- Test B: time integration of the mode equation -------------------------
d_hyst = 3.0
_, xh_up, uh_down, xh_down = folds(d_hyst)
P_hyst = d_hyst * power_unit / gamma1
P_loss = (d * gamma / 2 / xi) * ((gamma + gamma0) / 2)**2 / gamma1
# columns: port, power, detuning d, extra loss, amplitude overshoot, probe
cases = np.array([
    [1, 0.98 * P_low, d, 0, 1, 0],
    [1, 1.02 * P_low, d, 0, 1, 0],
    [2, 0.98 * P_high, d, 0, 1, 0],
    [2, 1.02 * P_high, d, 0, 1, 0],
    [1, P_work, d, 0, 1, 0],
    [2, P_work, d, 0, 1, 0],
    [1, P_hyst, d_hyst, 0, 1.5, 0],
    [1, P_hyst, d_hyst, 0, 1, 0],
    [1, 0.98 * xh_down * power_unit / gamma1, d_hyst, 0, 1.5, 0],
    [2, P_hyst, d_hyst, 0, 1, 0],
    [1, P_loss, d, gamma0, 1, 0],
    [1, P_work, d, 0, 1, 1e-6 * P_work],
])
port, power, det, extra, over, probe = cases.T
g_in = np.where(port == 1, gamma1, gamma2)
g_out = gamma - g_in
half = gamma / 2
drive = np.sqrt(g_in * power)
probe_drive = np.sqrt(gamma2 * probe)    # probe enters at port 2
dt = 2 * np.pi / 128 / half
ramp_time = 128 * 64 * dt
total_steps = 128 * 112


def rate(t, a):
    rise = min(2 * t / ramp_time, 1.0)
    fall = min(max(2 * t / ramp_time - 1, 0.0), 1.0)
    envelope = rise * (over + (1 - over) * fall)
    source = drive * envelope + probe_drive * np.exp(-1j * half * t)
    return (-(1j * (det * half - xi * abs(a)**2) + (gamma + extra) / 2) * a
            + source)


a = np.zeros(len(cases), complex)
probe_sum = 0
for step in range(total_steps):
    t = step * dt
    if step >= total_steps - 512:
        probe_sum = probe_sum + a * np.exp(1j * half * t)
    r1 = rate(t, a)
    r2 = rate(t + dt / 2, a + dt / 2 * r1)
    r3 = rate(t + dt / 2, a + dt / 2 * r2)
    r4 = rate(t + dt, a + dt * r3)
    a = a + dt / 6 * (r1 + 2 * r2 + 2 * r3 + r4)
u_sim = xi * abs(a)**2 / half
T_sim = g_out * abs(a)**2 / power
assert u_sim[0] < u_down < u_sim[1]      # port 1 jumps at the lower edge
assert u_sim[2] < u_down < u_sim[3]      # port 2 jumps at the upper edge
assert abs(T_sim[4] - T_forward) < 1e-4
assert abs(T_sim[5] - T_backward) < 1e-4
R_sim = abs(-np.sqrt(power[4]) + np.sqrt(gamma1) * a[4])**2 / power[4]
assert abs(R_sim + T_sim[4] - 1) < 1e-4  # energy conservation
# Hysteresis: the high state survives only if prepared by overshoot.
R_hyst = K * xh_up / xh_down
assert abs(T_sim[6] - bound(K)) < 1e-4
assert u_sim[7] < uh_down and u_sim[8] < uh_down and u_sim[9] < uh_down
assert T_sim[6] > bound(R_hyst) + 0.1    # bound with the wide range fails
T_loss = 4 * gamma1 * gamma2 / (gamma + gamma0)**2
assert abs(T_sim[10] - T_loss) < 1e-4
# Weak probe at port 2, offset by gamma/2, with the forward wave on (u = d).
response = (1 - 1j + 1j * d) / ((1 - 1j)**2 + d**2 - d**2)
T_probe = bound(K) * abs(response)**2
T_probe_sim = gamma1 * abs(probe_sum[11] / 512)**2 / probe[11]
assert abs(T_probe_sim - T_probe) < 2e-3

# ---- Test C: best transmission inside the range, by scanning ---------------
best = {}
for d_test in (1.8, 2.5, 3.0):
    edge = scaled_drive(np.linspace(0, 2 * d_test / 3, 200001), d_test).max()
    scan = np.linspace(edge * (1 + 1e-9), K * edge, 1500)
    high = np.array([states(x, d_test).real.max() for x in scan])
    best[d_test] = (1 / (1 + (d_test - high)**2)).max()
    miss = (2 * np.sqrt(d_test**2 - 3) - d_test) / 3
    expected = 1.0 if d_test < 2 else 1 / (1 + miss**2)
    assert abs(best[d_test] - expected) < 1e-3

# ---- Size of neglected effects ---------------------------------------------
U_work = d * half / xi
peak_density = U_work / (area * cavity_length * profile.mean())
peak_field = np.sqrt(2 * peak_density / (const.epsilon_0 * n_index**2))
Q_absorption, R_thermal, dn_dT, heat_capacity = 1e8, 1e4, 2.5e-5, 2e6
heating = R_thermal * omega * U_work / Q_absorption
thermal_ratio = omega * dn_dT * heating / n_index / (xi * U_work)
thermal_time = R_thermal * heat_capacity * area * cavity_length
# Sidebands in neighbouring standing-wave modes, same loss, any mismatch.
mixing = abs((profile * np.sin((mode_order + 1) * theta)
              * np.sin((mode_order - 1) * theta)).mean()) / (profile**2).mean()
u_max = states(K * x_up, d).real.max()
growth = max(np.linalg.eigvals(np.array(
    [[-1 - 1j * m, 1j * mixing * u_max],
     [-1j * mixing * u_max, -1 + 1j * m]])).real.max()
    for m in np.linspace(-5, 5, 201))
assert growth < 0
photon_eV = const.h * const.c / wavelength / const.e

print(f"Wave equation: K from jump powers = {K_wave:.4f}")
print(f"Wave equation: K from mirror leakage = {K_mirrors:.4f}")
print(f"Wave equation: peak T from port 1, 2 = "
      f"{wave_peak[0]:.4f}, {wave_peak[1]:.4f}")
print(f"Wave equation: bound at its K = {bound(K_wave):.4f}")
print(f"Wave equation: up/down jump ratio at d = {d_wave}: "
      f"{fold_ratio_wave:.4f}, formula {xu / xd:.4f}")
print(f"Wavelength = {wavelength * 1e9:.0f} nm, index = {n_index}")
print(f"Kerr index = {n2_kerr * 1e4:.1e} cm2/W")
print(f"Mode area = {area * 1e12:.1f} um2, "
      f"length = {cavity_length * 1e6:.0f} um")
print(f"Kerr volume = {kerr_volume * 1e18:.1f} um3")
print(f"Coupling Q = {Q_coupling:.1e}, intrinsic Q = {Q_intrinsic:.1e}")
print(f"K = {K:.1f}, detuning d = {d:.1f}")
print(f"Linewidth gamma/2pi = {gamma / 2 / np.pi / 1e9:.3f} GHz"
      f" = {const.hbar * gamma / const.e * 1e6:.2f} micro-eV")
print(f"Laser red detuning = {wavelength * d / 2 / Q_coupling * 1e12:.2f} pm")
print(f"Kerr shift xi/2pi = {xi / 2 / np.pi * 1e-12 / 1e9:.4f} GHz/pJ")
print(f"Upward jump: u = {u_up:.4f}, x = {x_up:.4f}")
print(f"Downward jump: u = {u_down:.4f}, x = {x_down:.4f}")
print(f"Power range = {P_low * 1e3:.2f} to {P_high * 1e3:.2f} mW")
print(f"Working power = {P_work * 1e3:.2f} mW")
print(f"Stored energy forward = {U_work * 1e12:.2f} pJ")
print(f"Least K to reach the bound at this d = {d / x_up:.4f}")
print(f"Forward T: formula {T_forward:.4f}, time run {T_sim[4]:.4f}")
print(f"Backward u = {u_back:.4f}")
print(f"Backward T: formula {T_backward:.4f}, time run {T_sim[5]:.4f}")
print(f"Isolation = {10 * np.log10(T_forward / T_backward):.2f} dB")
for ratio in (1.5, 2.0, 5.0, 10.0):
    print(f"Bound at K = {ratio:.1f}: T = {bound(ratio):.4f}")
for d_test, value in best.items():
    print(f"Best T/bound in range, d = {d_test}: {value:.4f}")
print(f"Overshoot, d = {d_hyst}: range ratio R = {R_hyst:.3f}")
print(f"Overshoot: T = {T_sim[6]:.4f}, 4R/(1+R)^2 = {bound(R_hyst):.4f}")
print(f"No overshoot, same power: T = {T_sim[7]:.4f}")
print(f"Overshoot case, backward T = {T_sim[9]:.4f}")
print(f"Peak T with intrinsic loss = {T_loss:.4f}, time run {T_sim[10]:.4f}")
print(f"d with intrinsic loss = {d * gamma / (gamma + gamma0):.4f}")
print(f"Probe T at offset gamma/2, forward on: {T_probe:.4f}, "
      f"time run {T_probe_sim:.4f}")
print(f"Peak optical field = {peak_field * 1e-8:.2f} MV/cm")
print(f"Two-photon energy = {2 * photon_eV:.3f} eV")
print(f"Absorption Q = {Q_absorption:.0e}, "
      f"thermal resistance = {R_thermal:.0e} K/W")
print(f"dn/dT = {dn_dT:.1e} 1/K, "
      f"heat capacity = {heat_capacity * 1e-6:.1f} J/(cm3 K)")
print(f"Steady heating = {heating:.2f} K")
print(f"Steady thermal shift / Kerr shift = {thermal_ratio:.2f}")
print(f"Thermal time = {thermal_time * 1e9:.0f} ns, "
      f"energy lifetime = {1e9 / gamma:.4f} ns")
print(f"Power ramp in time run = {ramp_time / 2 * 1e9:.1f} ns")
print(f"Largest u in range = {u_max:.3f}, "
      f"sideband threshold u = {1 / mixing:.3f}")
print("checks complete")
```

Running it gives:

```
Wave equation: K from jump powers = 3.0527
Wave equation: K from mirror leakage = 3.0429
Wave equation: peak T from port 1, 2 = 0.7435, 0.7435
Wave equation: bound at its K = 0.7435
Wave equation: up/down jump ratio at d = 2.5: 1.3536, formula 1.3632
Wavelength = 1550 nm, index = 2.0
Kerr index = 2.4e-15 cm2/W
Mode area = 1.0 um2, length = 30 um
Kerr volume = 20.0 um3
Coupling Q = 1.0e+05, intrinsic Q = 2.0e+06
K = 3.0, detuning d = 1.9
Linewidth gamma/2pi = 1.934 GHz = 8.00 micro-eV
Laser red detuning = 14.72 pm
Kerr shift xi/2pi = 0.1740 GHz/pJ
Upward jump: u = 1.0063, x = 1.8100
Downward jump: u = 1.5270, x = 1.7394
Power range = 40.76 to 122.29 mW
Working power = 42.79 mW
Stored energy forward = 10.56 pJ
Least K to reach the bound at this d = 1.0497
Forward T: formula 0.7500, time run 0.7500
Backward u = 0.1568
Backward T: formula 0.1857, time run 0.1857
Isolation = 6.06 dB
Bound at K = 1.5: T = 0.9600
Bound at K = 2.0: T = 0.8889
Bound at K = 5.0: T = 0.5556
Bound at K = 10.0: T = 0.3306
Best T/bound in range, d = 1.8: 1.0000
Best T/bound in range, d = 2.5: 0.8804
Best T/bound in range, d = 3.0: 0.7139
Overshoot, d = 3.0: range ratio R = 5.244
Overshoot: T = 0.7500, 4R/(1+R)^2 = 0.5380
No overshoot, same power: T = 0.0955
Overshoot case, backward T = 0.0800
Peak T with intrinsic loss = 0.6803, time run 0.6803
d with intrinsic loss = 1.8095
Probe T at offset gamma/2, forward on: 0.3394, time run 0.3394
Peak optical field = 1.99 MV/cm
Two-photon energy = 1.600 eV
Absorption Q = 1e+08, thermal resistance = 1e+04 K/W
dn/dT = 2.5e-05 1/K, heat capacity = 2.0 J/(cm3 K)
Steady heating = 1.28 K
Steady thermal shift / Kerr shift = 1.69
Thermal time = 600 ns, energy lifetime = 0.0823 ns
Power ramp in time run = 33.1 ns
Largest u in range = 2.851, sideband threshold u = 3.000
checks complete
```
